**Tunnel splitting of a symmetric double-gate film**

The program examines the thick-film result $\Delta=2k\alpha^2E_Le^{-kt/L}$ for the separation of the lowest even and odd subbands. Here $t$ is the film thickness, $L$ and $E_L$ are the length and energy scales set by the electron density $N$ at each surface, and $k$ and $\alpha$ describe the tail of the isolated-surface Hartree state. The formula is compared with self-consistent Schrödinger–Poisson solutions of the whole film for five combinations of thickness and density. The program asserts the agreement in the thick films, the half-film identity for the splitting, the overlap law, the density limit and the midplane formula for a triangular barrier. For $t=16$ nm and $N=5\times10^{12}\ \mathrm{cm^{-2}}$, the film solution gives 0.1706 meV and the formula 0.1705 meV. Over the five cases the formula differs from the film solution by at most 0.46%. At $t=16$ nm and $N=5\times10^{12}\ \mathrm{cm^{-2}}$, an unscreened triangular barrier would give a splitting about two million times smaller. All results are for a zero-temperature Hartree model with hard walls and one occupied even-odd pair.

## Check in Python

```python
# Result under test: in a thick, undoped, symmetric double-gate film the
# even-odd splitting is Delta = 2*k*alpha^2*E_L*exp(-k*t/L).
# t: film thickness; N: electrons per area at EACH surface; m: mass across film.
# L = (hbar^2*eps/(m*e^2*N))^(1/3), E_L = hbar^2/(m*L^2).
# k, alpha: decay constant and tail amplitude of the isolated-surface Hartree
# state u(s), s = distance/L. Hard walls, zero temperature, one occupied pair.
# Film levels are obtained independently by diagonalization with Poisson.
import numpy as np
import mpmath as mp
from numpy.polynomial import chebyshev as ch
from scipy import constants as sc
from scipy.integrate import solve_bvp, quad
from scipy.optimize import brentq

# ---------- isolated surface, scaled units ----------
S_END = 12.0      # numerical solution ends here; exponential tail beyond
S_FAR = 40.0      # upper limit of averages, where the tail is negligible


def surface_rhs(s, y, p):
    return np.vstack((y[1], 2 * (y[2] - p[0]) * y[0], y[3], -y[0] ** 2))


def surface_bc(y0, y1, p):
    decay = np.sqrt(2 * abs(y1[2] - p[0]))
    return np.array([y0[0], y0[2], y0[3] - 1,
                     y1[1] + decay * y1[0],
                     y1[3] - y1[0] ** 2 / (2 * decay)])


mesh = np.linspace(0, S_END, 241)
b = (33 / 8) ** (1 / 3)          # variational starting guess only
z = b * mesh
amp = np.sqrt(b ** 3 / 2)
guess = np.vstack((amp * mesh * np.exp(-z / 2),
                   amp * (1 - z / 2) * np.exp(-z / 2),
                   (3 - np.exp(-z) * (3 + 2 * z + z ** 2 / 2)) / b,
                   np.exp(-z) * (1 + z + z ** 2 / 2)))
surface = solve_bvp(surface_rhs, surface_bc, mesh, guess, p=[1.6],
                    tol=1e-8, max_nodes=50000)
assert surface.success, surface.message
level = surface.p[0]
end = surface.sol(S_END)
k = np.sqrt(2 * (end[2] - level))
v_inf = end[2] + end[0] ** 2 / (4 * k ** 2)
k = np.sqrt(2 * (v_inf - level))
alpha = end[0] * np.exp(k * S_END)
barrier = v_inf - level


def surface_state(s):
    """u, u', v, v' of the isolated surface, including its tail."""
    if s < S_END:
        return surface.sol(s)
    u = alpha * np.exp(-k * s)
    return np.array([u, -k * u, v_inf - u * u / (4 * k * k),
                     u * u / (2 * k)])


def u_iso(s):
    return surface_state(s)[0]


def surface_average(f):
    def integrand(s):
        return f(s, surface_state(s))
    inner = quad(integrand, 0, S_END, epsabs=1e-9, limit=200)[0]
    outer = quad(integrand, S_END, S_FAR, epsabs=1e-10, limit=200)[0]
    return inner + outer


mean_s = surface_average(lambda s, y: s * y[0] ** 2)
twice_kinetic = surface_average(lambda s, y: y[1] ** 2)
virial = surface_average(lambda s, y: s * y[3] * y[0] ** 2)
wall_slope = surface.sol(0.0)[1]
assert np.all(surface.sol(np.linspace(0.05, S_END, 200))[0] > 0)
assert abs(wall_slope - 1) < 1e-5
assert abs(mean_s - v_inf) < 1e-5
assert abs(twice_kinetic - virial) < 1e-5

# ---------- spectral film solver, scaled units ----------
M = 71
index = np.arange(M + 1)
x = np.cos(np.pi * index / M)
c = np.ones(M + 1)
c[[0, -1]] = 2
c *= (-1.0) ** index
D1 = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(M + 1))
D1 -= np.diag(D1.sum(axis=1))
D2 = D1 @ D1
half = np.arange(1, (M + 1) // 2)
mirror = M - half
same = D2[np.ix_(half, half)]
cross = D2[np.ix_(half, mirror)]
D2_even, D2_odd = same + cross, same - cross
vander = ch.chebvander(x, M)
moments = np.array([2 / (1 - n * n) if n % 2 == 0 else 0.0
                    for n in range(M + 1)])
weights = np.linalg.solve(vander.T, moments)[half]


def lowest_states(matrix, a):
    values, vectors = np.linalg.eig(matrix)
    order = np.argsort(values.real)
    psi = vectors[:, order[0]].real
    psi = psi / np.sqrt(2 * a * np.sum(weights * psi ** 2))
    if psi[np.argmax(abs(psi))] < 0:
        psi = -psi
    return values.real[order[:2]], psi


def solve_film(tau, eta):
    """eta = (2D density of states)*E_L/N; returns scaled film data."""
    a = tau / 2
    s = a * (1 - x[half])
    v = surface.sol(s)[2]
    change = np.inf
    for _ in range(600):
        e_even, even = lowest_states(-D2_even / (2 * a * a) + np.diag(v), a)
        e_odd, odd = lowest_states(-D2_odd / (2 * a * a) + np.diag(v), a)
        split = e_odd[0] - e_even[0]
        shift = min(1.0, eta * split / 2)
        density = (1 + shift) * even ** 2 + (1 - shift) * odd ** 2
        v_new = np.linalg.solve(D2_even / (a * a), -density)
        change = np.max(abs(v_new - v))
        if change < 1e-10:
            break
        v = v + 0.25 * (v_new - v)
    assert change < 1e-9, change
    v_full = np.zeros(M + 1)
    v_full[half] = v_full[mirror] = v
    v_mid = ch.chebval(0.0, np.linalg.solve(vander, v_full))
    fermi = 1 / eta + split / 2
    gap3 = e_even[1] - e_even[0]
    assert fermi < gap3              # third subband is empty
    assert e_even[1] > v_mid > e_odd[0]
    return dict(a=a, s=s, even=even, odd=odd, split=split, fermi=fermi,
                gap3=gap3, barrier=v_mid - e_even[0], shift=shift)


# ---------- model parameters and conversion ----------
mass_ratio, plane_ratio, valleys, eps_r = 0.5, 0.5, 2, 10.0
mass = mass_ratio * sc.m_e
q_nm = mass * sc.e ** 2 / (sc.hbar ** 2 * eps_r * sc.epsilon_0) * 1e-9
hb2m = sc.hbar ** 2 / mass / sc.e * 1e3 * 1e18      # meV nm^2


def scales(N_nm2):
    L = (q_nm * N_nm2) ** (-1 / 3)
    eta = valleys * plane_ratio / (np.pi * mass_ratio * N_nm2 * L * L)
    return L, hb2m / L ** 2, eta


def formula(tau):
    return 2 * k * alpha ** 2 * np.exp(-k * tau)


def run(t_nm, N_cm2):
    L, E, eta = scales(N_cm2 * 1e-14)
    film = solve_film(t_nm / L, eta)
    approx = formula(t_nm / L)
    return film, film['split'] * E, approx * E, approx / film['split'] - 1


t0, N0 = 16.0, 5e12
L0, E0, eta0 = scales(N0 * 1e-14)
tau0 = t0 / L0
main = run(t0, N0)
thin, thick = run(12.0, N0), run(20.0, N0)
low, high = run(t0, 2e12), run(t0, 1e13)
assert abs(main[3]) < 0.05
assert abs(thick[3]) < 0.01 and abs(high[3]) < 0.01
assert abs(thick[3]) < abs(thin[3]) / 5
assert abs(high[3]) < abs(low[3]) / 5
assert low[1] > main[1] > high[1]

# ---------- exact half-film identity and localized state ----------
film = main[0]
full_even, full_odd = np.zeros(M + 1), np.zeros(M + 1)
full_even[half] = full_even[mirror] = film['even']
full_odd[half], full_odd[mirror] = film['odd'], -film['odd']
ce = np.linalg.solve(vander, full_even)
co = np.linalg.solve(vander, full_odd)
primitive = ch.chebint(ch.chebmul(ce, co))
half_product = film['a'] * (ch.chebval(1.0, primitive)
                            - ch.chebval(0.0, primitive))
mid_even = ch.chebval(0.0, ce)
mid_slope = ch.chebval(0.0, ch.chebder(co)) / film['a']
identity_split = mid_even * mid_slope / (2 * half_product)
assert abs(identity_split / film['split'] - 1) < 1e-4
localized = (film['even'] + film['odd']) / np.sqrt(2)
local_error = np.max(abs(localized - surface.sol(film['s'])[0]))
assert local_error < 0.01

# ---------- overlap integral is not the splitting ----------
offset = quad(lambda s: 1 - u_iso(s) * np.exp(k * s) / alpha,
              0, S_END, epsabs=1e-7, limit=200)[0]


def overlap(tau):
    return quad(lambda s: u_iso(s) * u_iso(tau - s), 0, tau,
                epsabs=1e-9, limit=200)[0]


S_thin, S_main, S_thick = [overlap(t / L0) for t in (12.0, t0, 20.0)]
S_law = alpha ** 2 * np.exp(-k * tau0) * (tau0 - 2 * offset)
assert abs(S_law / S_main - 1) < 0.01
ratio_thin, ratio_thick = thin[1] / S_thin, thick[1] / S_thick
assert ratio_thick < 0.8 * ratio_thin

# ---------- unscreened triangular barrier, solved by Airy functions ----------
mp.mp.dps = 40
cube = mp.mpf(2) ** (mp.mpf(1) / 3)
e_start = -mp.airyaizero(1) / cube


def airy_condition(e, order):
    wall = -cube * e
    middle = cube * (mp.mpf(tau0) / 2 - e)
    return (mp.airyai(wall) * mp.airybi(middle, derivative=order)
            - mp.airybi(wall) * mp.airyai(middle, derivative=order))


start = (e_start, e_start + mp.mpf('0.001'))
tri_odd = mp.findroot(lambda e: airy_condition(e, 0), start)
tri_even = mp.findroot(lambda e: airy_condition(e, 1), start)
tri_split = float(tri_odd - tri_even)
z_mid = cube * (mp.mpf(tau0) / 2 - e_start)
tri_formula = float(-2 * cube ** 2 * mp.airyai(z_mid)
                    * mp.airyai(z_mid, derivative=1)
                    / mp.airyai(-cube * e_start, derivative=1) ** 2)
assert abs(tri_formula / tri_split - 1) < 0.01
assert 0 < tri_split < 1e-3 * film['split']

# ---------- density limit of the one-pair regime ----------
N_max = (barrier * valleys * plane_ratio
         / (np.pi * mass_ratio)) ** 3 * q_nm ** 2 * 1e14


def fermi_minus_barrier(N_cm2):
    N = N_cm2 * 1e-14
    dos = valleys * plane_ratio / mass_ratio / (np.pi * hb2m)
    return N / dos - barrier * scales(N)[1]


N_root = brentq(fermi_minus_barrier, 1e10, 1e16)
assert abs(N_root / N_max - 1) < 1e-6
assert N_max > 1e13

# ---------- printed numbers ----------
field = sc.e * N0 * 1e4 / (eps_r * sc.epsilon_0) * 1e-8
print(f"mass across film: {mass_ratio:.2f} m_e")
print(f"in-plane mass: {plane_ratio:.2f} m_e")
print(f"valleys: {valleys:d}")
print(f"relative permittivity: {eps_r:.1f}")
print(f"film thickness t: {t0:.1f} nm")
print(f"density per surface N: {N0:.2e} cm^-2")
print(f"scaled surface level: {level:.5f}")
print(f"scaled barrier top v_inf: {v_inf:.5f}")
print(f"scaled mean distance <s>: {mean_s:.5f}")
print(f"scaled barrier above level: {barrier:.5f}")
print(f"decay number k: {k:.5f}")
print(f"tail amplitude alpha: {alpha:.4f}")
print(f"prefactor 2 k alpha^2: {2*k*alpha**2:.3f}")
print(f"wall slope u'(0): {wall_slope:.6f}")
print(f"2<T> and <s v'>: {twice_kinetic:.6f}, {virial:.6f}")
print(f"coupling q: {q_nm:.4f} nm^-1")
print(f"length L: {L0:.4f} nm")
print(f"energy E_L: {E0:.3f} meV")
print(f"t/L: {tau0:.4f}")
print(f"k t/L: {k*tau0:.4f}")
print(f"exp(-k t/L): {np.exp(-k*tau0):.4e}")
print(f"surface field: {field:.4f} MV/cm")
print(f"amplitude decay length L/k: {L0/k:.4f} nm")
print(f"isolated barrier above level: {barrier*E0:.3f} meV")
print(f"film barrier above even level: {film['barrier']*E0:.3f} meV")
print(f"Fermi energy above even level: {film['fermi']*E0:.3f} meV")
print(f"third subband above even level: {film['gap3']*E0:.3f} meV")
print(f"filling imbalance (N_e-N_o)/(2N): {film['shift']:.3e}")
print(f"half-film integral of product: {half_product:.6f}")
print(f"splitting from identity: {identity_split*E0:.6f} meV")
print(f"largest localized-state error (scaled): {local_error:.2e}")
print("splittings: film meV, formula meV, formula error %")
for name, r in (("t=12 nm, N=5e12 cm^-2", thin),
                ("t=16 nm, N=5e12 cm^-2", main),
                ("t=20 nm, N=5e12 cm^-2", thick),
                ("t=16 nm, N=2e12 cm^-2", low),
                ("t=16 nm, N=1e13 cm^-2", high)):
    print(f"{name}: {r[1]:.6f}, {r[2]:.6f}, {100*r[3]:.3f}")
print(f"overlap offset c: {offset:.4f}")
print(f"overlap S at 16 nm: {S_main:.4e}; law: {S_law:.4e}")
print(f"splitting/S at 12 nm: {ratio_thin:.3f} meV")
print(f"splitting/S at 20 nm: {ratio_thick:.3f} meV")
print(f"triangular-barrier splitting: {tri_split*E0:.4e} meV")
print(f"triangular midplane formula: {tri_formula*E0:.4e} meV")
print(f"film/triangular splitting: {film['split']/tri_split:.3e}")
print(f"one-pair density limit: {N_max:.3e} cm^-2")
print("all tests passed")
```

Printed output:

```
mass across film: 0.50 m_e
in-plane mass: 0.50 m_e
valleys: 2
relative permittivity: 10.0
film thickness t: 16.0 nm
density per surface N: 5.00e+12 cm^-2
scaled surface level: 1.58368
scaled barrier top v_inf: 1.78927
scaled mean distance <s>: 1.78927
scaled barrier above level: 0.20559
decay number k: 0.64123
tail amplitude alpha: 2.6198
prefactor 2 k alpha^2: 8.802
wall slope u'(0): 1.000000
2<T> and <s v'>: 0.633474, 0.633474
coupling q: 11.8735 nm^-1
length L: 1.1898 nm
energy E_L: 107.650 meV
t/L: 13.4473
k t/L: 8.6229
exp(-k t/L): 1.7994e-04
surface field: 0.9048 MV/cm
amplitude decay length L/k: 1.8555 nm
isolated barrier above level: 22.132 meV
film barrier above even level: 22.045 meV
Fermi energy above even level: 12.055 meV
third subband above even level: 28.562 meV
filling imbalance (N_e-N_o)/(2N): 7.128e-03
half-film integral of product: 0.499083
splitting from identity: 0.170634 meV
largest localized-state error (scaled): 2.02e-04
splittings: film meV, formula meV, formula error %
t=12 nm, N=5e12 cm^-2: 1.478972, 1.472142, -0.462
t=16 nm, N=5e12 cm^-2: 0.170634, 0.170503, -0.077
t=20 nm, N=5e12 cm^-2: 0.019748, 0.019747, -0.005
t=16 nm, N=2e12 cm^-2: 0.895054, 0.895499, 0.050
t=16 nm, N=1e13 cm^-2: 0.028778, 0.028777, -0.005
overlap offset c: 1.2300
overlap S at 16 nm: 1.3569e-02; law: 1.3569e-02
splitting/S at 12 nm: 18.189 meV
splitting/S at 20 nm: 9.622 meV
triangular-barrier splitting: 8.8870e-08 meV
triangular midplane formula: 8.8846e-08 meV
film/triangular splitting: 1.920e+06
one-pair density limit: 3.161e+13 cm^-2
all tests passed
```
